# The Lifshitz transition in three dimensions: grand potential and thermopower

## Definitions and conventions

Independent electrons occupy a band $\varepsilon(\mathbf k)$ in three dimensions. All extensive quantities are per volume and include both spins; $k_B$ is Boltzmann's constant and $e>0$. Let $N(E)$ be the number of states below $E$ and $g=dN/dE$ the density of states. At zero temperature

$$\Omega(\mu)=-\int^{\mu}(\mu-E)\,g(E)\,dE=-\int^{\mu}N(E)\,dE ,$$

where the second form follows by parts. Hence $\Omega'=-N$ and $\Omega''=-g$.

At a critical point $\mathbf k_c$ the gradient of $\varepsilon$ vanishes. Its energy is $\varepsilon_c$, and its principal masses $m_1,m_2,m_3$ are finite and nonzero. The band is analytic near $\mathbf k_c$, and no other critical point shares this energy; if several do, their terms add. Define

$$z=\mu-\varepsilon_c,\qquad M=\sqrt{|m_1m_2m_3|},\qquad A=\frac{\sqrt2\,M}{\pi^2\hbar^3}.$$

Two signs label the cases. A pocket (minimum or maximum) has $q=+1$; a neck (saddle) has $q=-1$. The sign $s=\pm1$ marks the side, $sz>0$, on which the pocket exists or the neck is broken. In order of the number of negative masses, from none to three, $(q,s)=(1,1),(-1,-1),(-1,1),(1,-1)$.

The result is that, apart from a background regular at $z=0$,

$$\boxed{\;\Omega_{\rm sing}=-q\,\frac{4}{15}\,A\,|z|^{5/2}\,\theta(sz)\;}\tag{1}$$

with corrections of relative order $z$ on the same side. A pocket lowers $\Omega$ relative to the continued background; a broken neck raises it.

## First derivation: counting states on an energy surface

Near $\mathbf k_c$, smooth (Morse) coordinates $u,v,w$ turn the energy into a signed sum of squares. To lowest order they are the displacements along the principal axes, scaled by $\hbar\,\delta k_i=\sqrt{2|m_i|}\,u_i$. For a suitable order of axes,

$$s(\varepsilon-\varepsilon_c)=h,\qquad h=\begin{cases}u^2+v^2+w^2&\text{pocket}\\ w^2-u^2-v^2&\text{neck.}\end{cases}$$

The volume element is $d^3k=(2^{3/2}M/\hbar^3)\,J\,du\,dv\,dw$ with $J(0)=1$. Put $\zeta=s(E-\varepsilon_c)$. The state density $2/(2\pi)^3$ and $M/\hbar^3=\pi^2A/\sqrt2$ give

$$g_{\rm local}=\frac{2}{8\pi^3}\,2^{3/2}\,\frac{\pi^2A}{\sqrt2}\int J\,\delta(\zeta-h)\,du\,dv\,dw=\frac{A}{2\pi}\int J\,\delta(\zeta-h)\,du\,dv\,dw .$$

**Pocket.** With $J=1$ and $r^2=u^2+v^2+w^2$, the integral is $\int4\pi r^2\delta(\zeta-r^2)\,dr=2\pi\sqrt\zeta$ for $\zeta>0$, and zero otherwise. Thus $\delta g=A\sqrt\zeta\,\theta(\zeta)$.

**Neck.** Put $\eta=u^2+v^2\ge0$, so $du\,dv\to\pi\,d\eta$, and keep $|w|<L$ with the range of $\eta$ larger than $L^2+|\zeta|$. The delta function sets $\eta=w^2-\zeta$, which is allowed if $w^2\ge\zeta$:

$$\pi\int_{-L}^{L}\theta(w^2-\zeta)\,dw=\begin{cases}2\pi L&\zeta<0\\2\pi(L-\sqrt\zeta)&\zeta>0.\end{cases}$$

The constant $2\pi L$ joins the states outside the region in a regular background, since no critical point there has this energy. The rest is $\delta g=-A\sqrt\zeta\,\theta(\zeta)$. For $\zeta<0$ the surface is one connected sheet. For $\zeta>0$ it is two sheets, and the missing length $2\sqrt\zeta$ is the gap between them.

**Corrections.** Expand $J$ in powers of the coordinates. Odd terms cancel. For a pocket, a term of degree $2n$ gives $\zeta^{n+1/2}$. For a neck, a term $\eta^aw^{2b}$ gives $\int w^{2b}(w^2-\zeta)^a\theta(w^2-\zeta)\,dw$. This is a polynomial in $\zeta$ when $\zeta<0$; when $\zeta>0$ it is the same polynomial minus a multiple of $\zeta^{a+b+1/2}$. Term by term, the half-integer powers stay on one side.

Both cases read $\delta g=qA\sqrt\zeta\,\theta(\zeta)$. Since $dE=s\,d\zeta$, two integrations give

$$N_{\rm sing}=qs\,\tfrac23A\,\zeta^{3/2},\qquad \Omega_{\rm sing}=-s\int_0^\zeta N_{\rm sing}\,d\zeta'=-q\,s^2\,\tfrac23\cdot\tfrac25\,A\,\zeta^{5/2}.$$

At $E=\mu$, $\zeta=sz$, and this is (1).

## Second derivation: stationary phase

This route never constructs an energy surface. From the definition,

$$\Omega=-2\int\!\frac{d^3k}{(2\pi)^3}\,(\mu-\varepsilon)_+,\qquad x_+=\frac{x+|x|}2,\qquad |x|=\frac2\pi\int_0^\infty\!\frac{1-\cos\lambda x}{\lambda^2}\,d\lambda ,$$

where $\lambda$ is an inverse energy. The term $x/2$ contributes a linear function of $\mu$. The rest involves

$$Z(\lambda)=2\int\!\frac{d^3k}{(2\pi)^3}\,e^{-i\lambda(\varepsilon-\varepsilon_c)},\qquad \Omega=\text{linear}-\frac1\pi\int_0^\infty\!\frac{d\lambda}{\lambda^2}\left[Z(0)-\mathrm{Re}\,e^{i\lambda z}Z(\lambda)\right].$$

A finite range of $\lambda$ gives a function analytic in $z$, so a singularity can come only from large $\lambda$. There the zone integral is dominated by critical points. Those at other energies $\varepsilon_j$ carry an extra factor $e^{-i\lambda(\varepsilon_j-\varepsilon_c)}$ and are singular at $\mu=\varepsilon_j$. At $\mathbf k_c$, a direction with mass sign $\sigma_i$ gives the Fresnel integral

$$\int_{-\infty}^{\infty}\frac{d\kappa}{2\pi}\,e^{-i\lambda\sigma_i\hbar^2\kappa^2/2|m_i|}=\sqrt{\frac{|m_i|}{2\pi\hbar^2\lambda}}\;e^{-i\pi\sigma_i/4}.$$

With $\nu=\sigma_1+\sigma_2+\sigma_3$, the product of three, times two for spin, is

$$Z\simeq\frac{2M}{(2\pi)^{3/2}\hbar^3\lambda^{3/2}}\,e^{-i\pi\nu/4}=\frac{\sqrt\pi}{2}\,A\,\lambda^{-3/2}e^{-i\pi\nu/4}.$$

Therefore the large-$\lambda$ part of $\Omega$ is $(A/2\sqrt\pi)\int^\infty\lambda^{-7/2}\cos(\lambda z-\pi\nu/4)\,d\lambda$. Three derivatives in $z$ turn the cosine into $\lambda^3$ times the sine. The lower limit may then be set to zero, which adds an analytic function. Using

$$\int_0^\infty\lambda^{-1/2}e^{i\lambda z}\,d\lambda=\sqrt{\frac{\pi}{|z|}}\;e^{i\pi\,{\rm sgn}(z)/4},$$

one finds

$$\Omega'''_{\rm sing}=\frac{A}{2\sqrt{|z|}}\,\sin\!\left[\frac\pi4\big({\rm sgn}\,z-\nu\big)\right].\tag{2}$$

For $\nu=3$ the sine is $-1$ at $z>0$ and $0$ at $z<0$. For $\nu=1$ it is $0$ at $z>0$ and $-1$ at $z<0$. For $\nu=-1$ it is $+1$ and $0$; for $\nu=-3$ it is $0$ and $+1$. One-sidedness is thus a matter of phase. In all four cases $\Omega'''_{\rm sing}=-qsA/(2\sqrt{|z|})$ on the side $sz>0$. Three integrations bring the factor $(2)(2/3)(2/5)=8/15$ and the sign $s^3=s$, and return (1). As $|z|^{-1/2}$ is integrable, the lower derivatives are continuous, and the integration constants form one quadratic polynomial on both sides.

The divergence of the third derivative, with a continuous second, is why the transition is said to be of order two and a half.

The next terms of the stationary-phase series carry powers of $1/(i\lambda)$ with real coefficients. Since $\partial_z e^{i\lambda z}=i\lambda e^{i\lambda z}$, each such factor is one more integration over $z$: the exponent rises by one and the side is unchanged.

## What each derivation assumes

The first derivation is local. It needs a regular band near $\mathbf k_c$ and a background without another singularity at that energy. The second, as written, uses the band over the whole zone, with isolated nondegenerate critical points. It replaces the geometry of sheets by a phase, treats all signatures together and gives corrections readily.

Both fail if a mass is infinite, because the quadratic form no longer controls the integral, and at a band touching, where $\varepsilon(\mathbf k)$ is not smooth. Both omit electron interactions.

A tight-binding band with unequal masses shows the law against a direct evaluation of $\Omega$. With $\hbar=1$, unit lattice constant and energies in units of the hopping along $x$ and $y$, take $\varepsilon=-2\cos k_x-2\cos k_y-\cos k_z$. Its inverse masses have magnitudes $2,2,1$, so $A=0.0716$. The regular side was continued through the critical energy and subtracted. At depth $|z|=0.1$, (1) predicts $|\Omega_{\rm sing}|=6.04\times10^{-5}$. The remainder was $-6.085\times10^{-5}$ for the minimum at $-5$ and the maximum at $+5$, and $+6.042\times10^{-5}$ for the saddles at $\mp3$.

The pocket excess follows from the next term. For hopping $t$, $2t(1-\cos k)=tk^2-tk^4/12+\dots$, and the quartic term multiplies the Fresnel integral by $1+1/(16\,i\lambda t)$. At the minimum $t=1,1,\tfrac12$, so the three corrections sum to $1/(4i\lambda)$. One integration of $z^{5/2}$ gives $\tfrac27z^{7/2}$, hence a relative correction $z/14$, or 0.7% here. At the saddle at $-3$ the third hopping changes sign, and $\tfrac1{16}+\tfrac1{16}-\tfrac18=0$.

## Fixed density

Let $F(n)=\Omega(\mu)+\mu n$ with $\Omega'(\mu)=-n$, and let $\Omega=\Omega_r+\delta\Omega$, where $\Omega_r$ is regular. If $\mu_r$ solves the regular problem at the same $n$, first-order changes of $\Omega_r+\mu n$ vanish. A shift $\delta\mu$ leaves $\delta\Omega+\delta\Omega'\,\delta\mu-\tfrac12g_0\,\delta\mu^2$, with $g_0$ the background density of states. Stationarity gives $\delta\mu=\delta\Omega'/g_0$, so

$$\delta F|_n=\delta\Omega(\mu_r)+\frac{(\delta\Omega')^2}{2g_0}+\dots$$

The second term is smaller than the first by a factor of order $A\sqrt{|z|}/g_0$. Where $g_0>0$ and this factor is small, the same $5/2$ law therefore holds at fixed density to leading order. At the bottom of an otherwise empty band there is no background, and $F-\varepsilon_cn$ varies as $n^{5/3}$ instead.

## Finite temperature

With $f$ the Fermi function, start from $\Omega=-k_BT\int g\ln(1+e^{(\mu-E)/k_BT})\,dE$. One integration by parts gives $-\int Nf\,dE$. Since $N=-\Omega_0'$, with $\Omega_0$ the zero-temperature function, another gives

$$\Omega(\mu,T)=\int\Omega_0(E)\left(-\frac{\partial f}{\partial E}\right)dE .$$

With $x=(E-\mu)/k_BT$ the weight is $W(x)=1/[4\cosh^2(x/2)]$, which is even. Hence

$$\Omega_{\rm sing}\to-q\frac4{15}A(k_BT)^{5/2}F\!\left(\frac{sz}{k_BT}\right),\qquad F(y)=\frac52\int_0^\infty\frac{t^{3/2}\,dt}{e^{t-y}+1}.$$

For $y\gg1$, $F\to y^{5/2}$; for $y\ll-1$, $F\to\Gamma(7/2)e^{-|y|}$; and $F(0)=\Gamma(7/2)(1-2^{-3/2})\zeta_R(5/2)=2.882$, with $\zeta_R$ the Riemann zeta function. In the second derivation, averaging $e^{i\lambda k_BTx}$ over $W$ multiplies $Z$ by $\pi k_BT\lambda/\sinh(\pi k_BT\lambda)$. Large $\lambda$ is cut off exponentially and every derivative is finite. The transition is sharp only at $T=0$; above it there is a crossover of width $k_BT$.

## Thermopower

Assume weak, pointlike elastic impurities that couple all states at a given energy equally, and inversion symmetry. The golden rule gives $1/\tau\propto g(E)$. The scattering-in term vanishes because it sums a distribution odd in $\mathbf k$. Then, along a principal axis $i$,

$$\sigma(E)=e^2\tau K\propto\frac Kg,\qquad K=2\int\!\frac{d^3k}{(2\pi)^3}\,v_i^2\,\delta(E-\varepsilon).$$

Because $\partial_{k_i}\theta(E-\varepsilon)=-\hbar v_i\,\delta(E-\varepsilon)$, integration by parts turns $K$ into the sum of $\hbar^{-2}\partial^2\varepsilon/\partial k_i^2$ over states below $E$. Its leading singular part is $N_{\rm sing}/m_i$, with $m_i$ signed. This varies as $|z|^{3/2}$, weaker than the $|z|^{1/2}$ in $g$. So

$$\frac{\delta\sigma}{\sigma}\simeq-\frac{\delta g}{g_0}=-q\,\frac{A}{g_0}\sqrt\zeta\,\theta(\zeta).$$

Close enough to the transition, a new pocket therefore matters mainly as a place into which background electrons scatter.

For carriers of charge $-e$, $S=-(k_B/e)\int Wx\sigma\,dx\big/\int W\sigma\,dx$. Inserting $\delta\sigma$, and replacing $x$ by $-x$ when $s=-1$, gives

$$S_{\rm an}=qs\,\frac{k_B}{e}\,\frac{A\sqrt{k_BT}}{g_0}\,\Phi\!\left(\frac{sz}{k_BT}\right),\qquad \Phi(y)=\int_{-y}^\infty W(x)\,x\sqrt{x+y}\,dx.\tag{3}$$

This requires $A\sqrt{k_BT}/g_0\ll1$ and, on the side $sz>0$, also $A\sqrt{|z|}/g_0\ll1$. The singular part of $K$ must be negligible too. Comparing the slopes of $N_{\rm sing}/(m_iK_0)$ and $\delta g/g_0$, with $K_0$ the background value of $K$, shows that $k_BT$ and, on the same side, $|z|$ must be far below $|m_i|K_0/2g_0$. For an isotropic background with Fermi velocity $v_F$ this energy is $|m_i|v_F^2/6$. It is small for a light pocket, whose own conduction can then reduce or even reverse the anomaly. The sign is positive when the singular part of $g$ rises with energy: a minimum, or a saddle with one negative mass.

For $y\gg1$, expand $\sqrt{x+y}\simeq\sqrt y+x/(2\sqrt y)$ and use $\int Wx^2dx=\pi^2/3$. Then $\Phi\to\pi^2/(6\sqrt y)$, and $|S_{\rm an}|\propto T/\sqrt{|z|}$. For $y\ll-1$, $W\simeq e^{-x}$ gives $\Phi\to e^{-|y|}[\,|y|\Gamma(3/2)+\Gamma(5/2)]$. The peak is $\Phi=1.19$ at $y=1.31$, so for sharp levels its height grows as $\sqrt T$ while its position moves as $T$.

For the lattice neck at $-3$ and current along its axis $z$, the full integral with $\sigma\propto K/g$, less the same integral with $\sigma$ continued from the regular side, differed from (3) by at most 0.9% of the peak at $k_BT=10^{-3}$ and 0.4% at $10^{-4}$, over $-8\le z/k_BT\le4$.

## A pocket in a tantalum-like metal

The background is given rough values for tantalum: 1.3 states per eV and atom, 0.018 nm³ per atom and Fermi velocity $5\times10^5$ m/s. The pocket, a minimum with the free-electron mass in all directions, is assumed; no such pocket is claimed for tantalum. Then

$$g_0=\frac{1.3}{0.018}=72.2\ \mathrm{eV^{-1}nm^{-3}},\qquad A=6.81\ \mathrm{eV^{-3/2}nm^{-3}},\qquad \frac A{g_0}=0.0943\ \mathrm{eV^{-1/2}}.$$

At $z=10$ meV and $T=0$,

$$\Omega_{\rm sing}=-\tfrac4{15}(6.81)(0.010)^{5/2}=-1.82\times10^{-5}\ \mathrm{eV/nm^3}=-2.9\ \mathrm{kJ/m^3}.$$

The density of states changes by $0.0943\sqrt{0.010}=0.94\%$. These are normal-state values. Tantalum itself superconducts below about 4.5 K, with a condensation energy of the same order, roughly 3 kJ/m³, and no thermopower there.

At 10 K, $k_BT=0.862$ meV and $A\sqrt{k_BT}/g_0=0.00277$. The thermopower peak is

$$S_{\rm an}=86.17\times0.00277\times1.19=0.28\ \mathrm{\mu V/K}\quad\text{at }z=1.13\ \mathrm{meV}.$$

For perfectly sharp levels it is 0.117 µV/K at $z=+10$ meV and $2.5\times10^{-5}$ µV/K at $-10$ meV: for weak scatterers this asymmetry is the visible mark of a one-sided singularity. A smooth background with $d\ln\sigma/dE=1\ \mathrm{eV^{-1}}$ has a diffusion thermopower of magnitude 0.24 µV/K. A change of under one percent in $g$ thus yields an anomaly as large as that background, because thermopower responds to the slope.

The assumption of sharp levels is easily broken by impurities. A residual resistivity of 0.1 µΩ cm, which is clean beside a rough room-temperature value of 13 µΩ cm, gives a level half-width $\hbar/2\tau=0.32$ meV, or $0.37\,k_BT$. Replacing $\sqrt\zeta$ by $\mathrm{Re}\sqrt{\zeta+i\hbar/2\tau}$ leaves 91% of the peak; at 1 µΩ cm, 54% remains. At given resistivity the width scales as $v_F^2$; with $6.5\times10^5$ m/s it is 0.54 meV at 0.1 µΩ cm, and the fractions are 86% and 43%. On the side without the pocket, broadening replaces the exponential decay by a power law, because $\mathrm{Re}\sqrt{\zeta+i\hbar/2\tau}\simeq(\hbar/2\tau)/(2\sqrt{|\zeta|})$ far below the band edge. At $z=-10$ meV the anomaly is then about 0.002 µV/K for 0.1 µΩ cm and 0.02 µV/K for 1 µΩ cm, still well below its value at $+10$ meV. Tuning $\mu$ by alloying would add such disorder. These values also need weak scatterers, because the real part of the local Green function has a $\sqrt{|\zeta|}$ cusp on the side without the pocket. For a pointlike potential $V$ with phase shift $\tan\delta=-\pi Vg_0/2$, the singular relative change of $1/\tau$ near this minimum is $(A/g_0)\,[\cos2\delta\,\mathrm{Re}\sqrt{\zeta+i0}-\sin2\delta\,\mathrm{Im}\sqrt{\zeta+i0}]$. At $|\tan\delta|=0.1$ and 0.1 µΩ cm the anomaly at $-10$ meV is already $-0.021$ µV/K for repulsive and $+0.025$ µV/K for attractive impurities. At $|\delta|=\pi/4$ the anomaly lies mainly on the side without the pocket, and near $\pi/2$ its sign is reversed. In this model an impurity adding 0.1 µΩ cm per atomic percent has $|\delta|=0.26$, so neither the side nor the sign given by (3) is assured for real impurities. Including the pocket's own conduction and higher orders in $A/g_0$ changes the peak from 0.285 to 0.282 µV/K, and the value at $+10$ meV from 0.117 to 0.111 µV/K. Phonon resistivity, estimated from the Bloch–Grüneisen $T^5$ formula with a Debye temperature of 240 K, is 0.7% of the residual value of 0.1 µΩ cm. The $T^3$ form used for interband scattering in transition metals, scaled to the same room-temperature resistivity, would give about 11%.

Phonon drag is less certain. If phonons gave all their momentum to five electrons per atom, balancing the phonon pressure gradient against the electric force would give $C_{\rm ph}/(3ne)\approx0.10$ µV/K, with $C_{\rm ph}$ the phonon heat capacity per volume. This estimate, which ignores umklapp processes, is a third of the anomaly. Electron–phonon mass enhancement and other interaction effects are not included. The numerical output below lists most of these values.

## Values computed for the example and the checks

```
LATTICE TESTS (energies in units of t)
A for one critical point = 0.07164 t^-3/2 per cell
minimum, pocket E_c=-5: Omega_sing(0.1)=-6.085e-05 t, exponent 2.505, ratio to law at z->0 1.0000
saddle, neck    E_c=-3: Omega_sing(0.1)=+6.042e-05 t, exponent 2.500, ratio to law at z->0 1.0000
saddle, neck    E_c=+3: Omega_sing(0.1)=+6.042e-05 t, exponent 2.500, ratio to law at z->0 1.0000
maximum, pocket E_c=+5: Omega_sing(0.1)=-6.085e-05 t, exponent 2.505, ratio to law at z->0 1.0000
neck at kT=0.01 t: largest deviation from rounded law 1.52e-05
neck, |z|=0.01 t: ratio to law, g_sing 1.0000, K_sing 0.9980
neck thermopower, kT=1e-03 t: largest error / peak = 0.0086
neck thermopower, kT=1e-04 t: largest error / peak = 0.0039
Phi: peak 1.1935 at y = 1.312; Phi(0) = 1.0171
F(0) = 2.8820
EXAMPLE (background roughly tantalum, pocket assumed)
inputs: 1.3 states/eV/atom, 0.018 nm^3/atom, v_F 5e+05 m/s
inputs: Debye 240 K, 5 electrons/atom, room resistivity 13.0 uohm cm
inputs: residual resistivity 0.1 uohm cm, pocket mass 1.0 m_e, T 10 K
g0 = 72.2 /(eV nm^3); A = 6.812 eV^-3/2 nm^-3; A/g0 = 0.0943 eV^-1/2
Omega_sing at z = 10 meV, T=0: -1.817e-05 eV/nm^3 = -2910 J/m^3
relative change of g at that z: 0.94 %
kT = 0.8617 meV; rounded term at z=0: -1.141e-07 eV/nm^3
k/e = 86.173 uV/K; A sqrt(kT)/g0 = 0.00277
thermopower peak +0.2848 uV/K at z = 1.130 meV
anomaly at z = +10 meV: 0.1169 uV/K; at -10 meV: 2.5e-05 uV/K
fixed density, z = 0.1 meV: energy change / Omega term = 0.99921
NEGLECTED EFFECTS
impurity time 1.04e-12 s; level half-width 0.317 meV = 0.368 kT
peak kept with broadening at 0.1 uohm cm: 91.0 %
peak kept with broadening at 1.0 uohm cm: 54.0 %
with pocket conduction and all orders in A/g0: +0.2825 uV/K
phonon resistivity at 10 K (Bloch-Gruneisen): 6.9e-04 uohm cm = 0.69 % of residual
phonon-drag rough ceiling C_ph/(3 n e): 0.097 uV/K
smooth diffusion scale for d ln(sigma)/dE = 1/eV: 0.244 uV/K
```
